# Splitting the pyroelectric coefficient of wurtzite into clamped and piezoelectric parts, part 2

How much of the pyroelectric coefficient of a wurtzite crystal comes from thermal expansion, and why do the basal and axial contributions nearly cancel in aluminium nitride? The axis $x_3=z$ points along $+c$, from cation to anion on the bond parallel to $c$. Electrodes on the basal faces are short-circuited, so the average field is zero.

The wire charge per reference basal area is $\Pi=AP_3/A_0$, where $P_3$ is the Cartesian polarization, $A$ the basal area and $A_0$ its value at the reference temperature $T_0$. Assigning charges to different cells gives different branches of $P_3$, but only adds a constant to $\Pi$. At $T_0$, $p^\sigma=d\Pi/dT$ at zero stress, with expansion coefficients $\alpha_1$ (basal) and $\alpha_3$ (axial). The proper constants $e_{3j}=\partial\Pi/\partial\varepsilon_j$ are isothermal, with relaxed atoms; the improper basal constant is $e_{31}-P_3$. The results are

$$\boxed{\,p^\sigma=p^\varepsilon+2e_{31}\alpha_1+e_{33}\alpha_3\,},\qquad
p^\varepsilon=\left(\frac{\partial\Pi}{\partial T}\right)_{\!\varepsilon}. \tag{9}$$

$$\frac{dP_3}{dT}=p^\sigma-2\alpha_1P_3. \tag{10}$$

For equal basal strains $\varepsilon_1$ and stresses $\sigma_1$ (tension positive), with isothermal, zero-field elastic constants $c_{ij}$,

$$\begin{aligned}
\sigma_1&=(c_{11}+c_{12})\varepsilon_1+c_{13}\varepsilon_3-\lambda_1\Delta T,\\
\sigma_3&=2c_{13}\varepsilon_1+c_{33}\varepsilon_3-\lambda_3\Delta T.
\end{aligned} \tag{15}$$

Here $\lambda_j$ is the compressive stress per kelvin at zero strain:

$$\lambda_1=(c_{11}+c_{12})\alpha_1+c_{13}\alpha_3,\qquad
\lambda_3=2c_{13}\alpha_1+c_{33}\alpha_3. \tag{16}$$

With $d_{31}$ and $d_{33}$ defined by $\Delta\Pi=2d_{31}\sigma_1+d_{33}\sigma_3$ at constant temperature,

$$e_{31}=(c_{11}+c_{12})d_{31}+c_{13}d_{33},\qquad
e_{33}=2c_{13}d_{31}+c_{33}d_{33}. \tag{17}$$

A model crystal, used to test the relations, has cell lengths $a$ (basal) and $c$ (axial) and cation–anion distance $uc$ along $c$. Frozen-ion constants hold $u$ fixed. At 300 K the model has $\alpha_1=2.711$ and $\alpha_3=4.498$, in $10^{-6}$/K; $e_{31}=-0.2325$ and $e_{33}=0.4801$ C/m²; $p^\varepsilon=-6.686$ and $p^\sigma=-5.787$ µC/(m² K).

### A film on a thick substrate

Now let the crystal be a film grown with $+c$ normal to a substrate much thicker than itself. The substrate sets the basal size of the film, and the upper face is free. Assume that the film is free of stress at $T_0$ and does not slip or crack, that the stack does not bend, and that the field in the film is still zero. Let the substrate have the isotropic in-plane expansion coefficient $\alpha_s$. Then $d\varepsilon_1/dT=\alpha_s$ and $\sigma_3=0$. The second line of (15), divided by $\Delta T$, gives with (16)

$$\frac{d\varepsilon_3}{dT}=\frac{\lambda_3-2c_{13}\alpha_s}{c_{33}}
=\alpha_3+\frac{2c_{13}}{c_{33}}(\alpha_1-\alpha_s). \tag{19}$$

If the film would expand more than its substrate, it is held back in the plane and swells along $c$. The chain rule that led to (9) now gives

$$p_{\rm film}=p^\varepsilon+2e_{31}\alpha_s+e_{33}\left[\alpha_3+\frac{2c_{13}}{c_{33}}(\alpha_1-\alpha_s)\right].$$

Subtracting (9) cancels $p^\varepsilon$ and $e_{33}\alpha_3$:

$$p_{\rm film}-p^\sigma=-2(\alpha_1-\alpha_s)\left(e_{31}-e_{33}\frac{c_{13}}{c_{33}}\right). \tag{20}$$

The difference vanishes when film and substrate expand alike in the plane, or if the last bracket happens to be zero. Otherwise a film and a free crystal of the same material have different coefficients. In general neither of them is the clamped value: the free crystal expands in all directions, while the film follows the substrate in the plane and can change its thickness.

For the model crystal of the first half, $c_{13}=45.7$ GPa and $c_{33}=558.8$ GPa. With $\alpha_s=2.6\times10^{-6}$/K, equation (20) gives $p_{\rm film}=-5.727$ µC/(m² K). A direct calculation, in which $a$ follows the substrate while $c$ and $u$ relax, gives the same value.

### Isothermal and adiabatic constants

The constants in (9) are isothermal. A strain that is too fast for heat to flow changes the temperature, and the pyroelectric effect then adds its own charge. The size of this correction follows from the free energy per reference volume $f$. At zero field and for a change of a single normal strain $\varepsilon_j$,

$$df=-s\,dT+\sigma_j\,d\varepsilon_j, \tag{21}$$

where $s$ is the entropy per volume. The mixed second derivatives of $f$ are equal, so

$$\left(\frac{\partial s}{\partial\varepsilon_j}\right)_{\!T}
=-\left(\frac{\partial\sigma_j}{\partial T}\right)_{\!\varepsilon}=\lambda_j. \tag{22}$$

With $C_\varepsilon=T(\partial s/\partial T)_\varepsilon$, the heat capacity per volume at fixed strain, constant entropy means

$$0=\lambda_j\,d\varepsilon_j+\frac{C_\varepsilon}{T}\,dT,\qquad
\frac{dT}{d\varepsilon_j}=-\frac{T\lambda_j}{C_\varepsilon}. \tag{23}$$

Stretching cools a material with positive $\lambda_j$. The adiabatic constant is the isothermal one plus the clamped coefficient times this temperature change:

$$e_{3j}^{S}=e_{3j}-\frac{p^\varepsilon T\lambda_j}{C_\varepsilon}. \tag{24}$$

In the model crystal the correction to $e_{33}$ is $0.00217$ C/m². Equation (24) and a direct comparison of strained states of equal entropy agree on this value. It is about 0.5 % of $e_{33}$.

### Aluminium nitride: the split

Take the following rough typical values for aluminium nitride near 300 K:

- $e_{31}=-0.60$ and $e_{33}=1.50$ C/m²;
- $\alpha_1=3.0$ and $\alpha_3=2.5$, in $10^{-6}$/K;
- $c_{11}+c_{12}=540$, $c_{13}=100$ and $c_{33}=400$ GPa.

The stress-free coefficient is set to $p^\sigma=-7.00$ µC/(m² K). Its magnitude has the right rough size, and its sign is an assumption of the example. The two piezoelectric terms are

$$\begin{aligned}
2e_{31}\alpha_1&=2(-0.60)(3.0)=-3.60,\\
e_{33}\alpha_3&=(1.50)(2.5)=3.75,
\end{aligned} \tag{25}$$

in µC/(m² K), because 1 C/m² times $10^{-6}$/K is 1 µC/(m² K). Equation (9) then gives

$$p^\varepsilon=-7.00-(-3.60+3.75)=-7.15\ \text{µC/(m² K)}, \tag{26}$$

or $-0.715$ nC/(cm² K). With these inputs the clamped part is slightly larger in magnitude than the whole coefficient, and the piezoelectric part offsets only about 2 % of it.

The cancellation can be understood by separating a uniform expansion from the anisotropic remainder:

$$2e_{31}\alpha_1+e_{33}\alpha_3=(2e_{31}+e_{33})\alpha_1+e_{33}(\alpha_3-\alpha_1). \tag{27}$$

The first term is $0.30\times3.0=0.90$. It is small because the response to axial strain nearly balances the response to the two basal strains. The second is $1.50\times(-0.5)=-0.75$, and it removes most of what is left. The anisotropy of expansion therefore matters here although it is only $0.5\times10^{-6}$/K. With $\alpha_3$ set equal to $\alpha_1$ and all else fixed, the piezoelectric part would be six times as large.

A small difference of large terms is sensitive to its inputs. Let $e_{31}$, $e_{33}$, $\alpha_1$ and $\alpha_3$ have independent relative errors of 10 %. Each of the two terms in (25) then receives two such errors, and the spread of their sum is

$$0.1\sqrt{2(3.60)^2+2(3.75)^2}\approx0.74\ \text{µC/(m² K)}. \tag{28}$$

This is about five times the piezoelectric part itself, so its sign is not determined by data of that quality. The clamped part is affected much less in relative terms: 0.74 is about 10 % of 7.15, with $p^\sigma$ held fixed. If $p^\sigma$ were $+7.00$, the clamped part would be $+6.85$, and the piezoelectric part would be unchanged.

The formal polarization, on the branch that vanishes for a flat, layered hexagonal arrangement of the ions, is roughly 1.3 C/m². Equation (10) then contains the term $-2(3.0)(1.3)=-7.80$ µC/(m² K). The same error results if the improper constant $e_{31}-P_3=-1.90$ C/m² is inserted in (9). It would more than double the magnitude of the calculated coefficient.

### Conditions of use

Mounting on a thick substrate changes the coefficient. For silicon, with roughly $\alpha_s=2.6\times10^{-6}$/K, the bracket in (20) is $-0.60-1.50\times100/400=-0.975$ C/m², and

$$p_{\rm film}=-7.00-2(0.4)(-0.975)=-6.22\ \text{µC/(m² K)}. \tag{29}$$

The change of 0.78 is 11 % of the stress-free magnitude and about five times the piezoelectric part of the free crystal. It rests on the small difference $\alpha_1-\alpha_s$, however: an error of 10 % in $\alpha_1$ alone moves it by about 0.6, so it is only a rough estimate. A clamped value extracted from film data by means of (9), without (20), would carry this error.

Using adiabatic in place of isothermal constants matters far less. Equation (16) gives $\lambda_1=1.87$ and $\lambda_3=1.60$ MPa/K. With a heat capacity of roughly 2.4 J/(cm³ K), equation (24) shifts $e_{31}$ by 0.0017 and $e_{33}$ by 0.0014 C/m². The sum in (9) changes by 0.014 µC/(m² K).

Power devices run hot. Suppose that both expansion coefficients grow in proportion to the heat capacity of an Einstein oscillator with a characteristic temperature of 750 K. This assumes constant Grüneisen parameters and elastic constants. From 300 K to 450 K they then rise by a factor of 1.31. With $e_{31}$ and $e_{33}$ held fixed, the two terms become roughly $-4.7$ and $4.9$ µC/(m² K). They still nearly cancel because both expansion coefficients were given the same growth factor; unequal growth would change the balance. The clamped part changes with temperature too, and this estimate says nothing about it.

The short circuit is a real condition as well. If the wire is cut, no charge can flow. Let $\varepsilon_r$ be the relative permittivity at constant stress, which exceeds the value at fixed strain by $(2d_{31}e_{31}+d_{33}e_{33})/\varepsilon_0$, about 1.1 for the inputs used here. For a stress-free crystal without leakage and with constant coefficients,

$$\varepsilon_0\varepsilon_rE+p^\sigma\Delta T=0,\qquad E=-\frac{p^\sigma\Delta T}{\varepsilon_0\varepsilon_r}. \tag{30}$$

With $\varepsilon_r$ roughly 10 and $\Delta T=100$ K, the field is 0.079 MV/cm along $+c$. This is below 1 % of a rough breakdown field of 10 MV/cm. The field nevertheless deforms the crystal. To find the strain, let $G(\sigma_3,E,T)$ be the free energy per reference volume with $\partial G/\partial\sigma_3=-\varepsilon_3$ and $\partial G/\partial E=-\Pi$, where $\Pi$ now includes the dielectric charge. Its mixed second derivatives are equal, so $\partial\varepsilon_3/\partial E=\partial\Pi/\partial\sigma_3=d_{33}$. Solving (17) gives $d_{33}=4.7$ pm/V, and the axial strain $d_{33}E$ is $38\times10^{-6}$. The thermal strain $\alpha_3\Delta T$ is $250\times10^{-6}$. With the negative $p^\sigma$ assumed here, expansion measured along $c$ on an open-circuited, non-leaking crystal with constant coefficients would thus exceed the short-circuit value by about 15 %, and it is the short-circuit value that belongs in (9).

### The model beside the real material

The inputs for aluminium nitride are round numbers of the typical size, not a consistent set from one sample. If they are uncertain by 10 %, the spread in (28) applies. The model crystal of the first half serves to test the relations and does not represent this material: its piezoelectric constants are less than half as large, its $c_{13}$ is also less than half, and it expands more along $c$ than in the plane, opposite to the inputs used here. Of the assumptions behind (9), a short-circuited film on silicon breaks that of zero stress, which moves the coefficient by 0.78 µC/(m² K) for the rough inputs used here and under the conditions of (20). Stress left in the film by its growth is not included in this number, and a device under bias also breaks the condition of zero field. Non-uniform heating can add stresses that vary through the crystal. Leakage matters when the wire or the meter has resistance: a voltage then appears during heating, and part of the charge passes through the crystal instead of the wire. In a uniform, uniformly heated crystal with a perfect short circuit there is no field to drive such a current. Neither effect has been estimated here for a real device. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
TEST CRYSTAL at 300.0 K
a, c = 0.31086, 0.50968 nm; u = 0.37601
alpha1, alpha3 = 2.7112, 4.4982 1e-6/K
P3 on two branches = -4.3206, -0.4915 C/m2
proper e31, e33 = -0.2325, 0.4801 C/m2
frozen-ion e31, e33 = 0.1903, -0.3885 C/m2
clamped du/dT = 0.5967 1e-6/K
clamped coefficient = -6.68558 uC/(m2 K)
2 e31 alpha1 = -1.26091 uC/(m2 K)
e33 alpha3 = 2.15952 uC/(m2 K)
sum of three parts = -5.78698 uC/(m2 K)
direct wire charge = -5.78698 uC/(m2 K)
sum with frozen ions = -7.40089 uC/(m2 K)
dP3/dT on two branches = 17.6409, -3.1217 uC/(m2 K)
c11+c12, c13, c33 = 598.18, 45.67, 558.82 GPa
film, direct and formula = -5.72653, -5.72653 uC/(m2 K)
adiabatic shift of e33, direct and formula = 0.002173, 0.002173 C/m2
ALUMINIUM NITRIDE, rough inputs
total coefficient = -7.00 uC/(m2 K)
e31, e33 = -0.60, 1.50 C/m2
alpha1, alpha3, substrate = 3.00, 2.50, 2.60 1e-6/K
c11+c12, c13, c33 = 540, 100, 400 GPa
formal P3 = 1.30 C/m2
heat capacity = 2.40 J/(cm3 K)
relative permittivity = 10.0
Einstein temperature = 750 K
ALUMINIUM NITRIDE, results
2 e31 alpha1 = -3.600 uC/(m2 K)
e33 alpha3 = 3.750 uC/(m2 K)
piezoelectric part = 0.150 uC/(m2 K)
clamped part = -7.150 uC/(m2 K)
clamped part = -0.7150 nC/(cm2 K)
spread from 10 % input errors = 0.735 uC/(m2 K)
Cartesian extra -2 alpha1 P3 = -7.800 uC/(m2 K)
film on silicon = -6.220 uC/(m2 K)
film minus free crystal = 0.780 uC/(m2 K)
adiabatic shifts of e31, e33 = 0.00167, 0.00143 C/m2
their effect on the sum = 0.0136 uC/(m2 K)
expansion growth, 300 to 450 K = 1.310 times
two terms at 450 K = -4.715, 4.911 uC/(m2 K)
open-circuit field, 100 K rise = 0.0791 MV/cm
rough breakdown field = 10 MV/cm
field / breakdown = 0.00791
d31, d33 = -1.990, 4.745 pm/V
c-axis strain from that field = 37.51 1e-6
c-axis thermal strain = 250.00 1e-6
```
